# The linear well g|x| in a static field, up to F = g: a program that tests the result

```python
"""
Electron on a line in the well g|x| with a static field F (atomic units):
    H = p^2/2 + g|x| + F x,   0 <= F < g.
Slopes: steep = g + F on the right, shallow = g - F on the left.
Results under test:
  levels: steep^(1/3) Ai'(-ur) Ai(-ul) + shallow^(1/3) Ai'(-ul) Ai(-ur) = 0,
          ur = 2^(1/3) E / steep^(2/3), ul = 2^(1/3) E / shallow^(2/3);
  polarizability: (10/9) E/g^2 for even states, (14/9) E/g^2 for odd states;
  gap = g - F -> 0: E = C1 gap^(2/3) - C2 gap + C3 gap^(5/3) + O(gap^2).
Independent side: finite-difference diagonalization of H, a sum over states
by quadrature, and numerical derivatives.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy, gamma

g = 0.1
zeros_ai, zeros_aip = [-z for z in ai_zeros(30)[:2]]
c = 3 ** (1 / 3) * gamma(2 / 3) / gamma(1 / 3)
assert abs(c + airy(0)[1] / airy(0)[0]) < 1e-12


def matching(energy, steep, shallow):
    ai_r, dai_r = airy(-2 ** (1 / 3) * energy / steep ** (2 / 3))[:2]
    ai_l, dai_l = airy(-2 ** (1 / 3) * energy / shallow ** (2 / 3))[:2]
    return steep ** (1 / 3) * dai_r * ai_l + shallow ** (1 / 3) * dai_l * ai_r


def airy_level(n, gap):
    """Level n (0 = ground) for field F = g - gap, from the Airy condition."""
    steep, shallow = 2 * g - gap, gap
    # A hard wall at x = 0 can only raise the levels: this bounds the search.
    top = zeros_ai[n] * shallow ** (2 / 3) / 2 ** (1 / 3)
    grid = np.linspace(1e-6 * top, top, 400 * (n + 1))
    values = matching(grid, steep, shallow)
    k = np.nonzero(values[:-1] * values[1:] < 0)[0][n]
    return brentq(matching, grid[k], grid[k + 1], args=(steep, shallow),
                  xtol=1e-17, rtol=1e-15)


def grid_hamiltonian(field, h):
    """Grid with a node exactly on the kink at x = 0."""
    x = h * np.arange(-round(120 / h), round(40 / h) + 1)
    diagonal = 1 / h ** 2 + g * np.abs(x) + field * x
    return x, diagonal, np.full(len(x) - 1, -0.5 / h ** 2)


def grid_levels(field, count=4):
    """Lowest levels, with the h^2 error removed by extrapolation."""
    result = []
    for h in (0.04, 0.02):
        _, d, e = grid_hamiltonian(field, h)
        result.append(eigh_tridiagonal(d, e, eigvals_only=True, select='i',
                                       select_range=(0, count - 1)))
    return (4 * result[1] - result[0]) / 3


# Airy level condition against direct diagonalization
worst = 0.0
for f in (0.0, 0.3, 0.7, 0.99):
    direct = grid_levels(f * g)
    from_airy = np.array([airy_level(n, g * (1 - f)) for n in range(4)])
    worst = max(worst, np.max(np.abs(direct - from_airy)))
assert worst < 1e-7

# Zero-field levels and polarizabilities
energy_unit = g ** (2 / 3) / 2 ** (1 / 3)
length_unit = (2 * g) ** (-1 / 3)
E_zero = energy_unit * np.array([zeros_aip[0], zeros_ai[0],
                                 zeros_aip[1], zeros_ai[1]])
base = grid_levels(0.0)
assert np.max(np.abs(base - E_zero)) < 1e-7
alpha = np.array([10, 14, 10, 14]) / 9 * E_zero / g ** 2
F_small = 0.02 * g
q1 = -2 * (grid_levels(F_small) - base) / F_small ** 2
q2 = -2 * (grid_levels(2 * F_small) - base) / (2 * F_small) ** 2
alpha_direct = (4 * q1 - q2) / 3
assert np.max(np.abs(alpha_direct / alpha - 1)) < 2e-4

# Second-order sum over odd states for the ground state
xi = np.linspace(0, 45, 9001)
ground = airy(xi - zeros_aip[0])[0]
ground_norm = simpson(ground ** 2, x=xi)
terms = []
for z_odd in zeros_ai:
    odd = airy(xi - z_odd)[0]
    x_squared = (simpson(xi * ground * odd, x=xi) ** 2
                 / (ground_norm * simpson(odd ** 2, x=xi)))
    terms.append(2 * length_unit ** 2 * x_squared
                 / (energy_unit * (z_odd - zeros_aip[0])))
alpha_sum = sum(terms)
assert abs(alpha_sum / alpha[0] - 1) < 1e-6


# Approach to F = g
def coefficients(n):
    z = zeros_ai[n]
    return (z / 2 ** (1 / 3), 1 / (c * (4 * g) ** (1 / 3)),
            z * (1 / (3 * c ** 3) - 1) / (2 ** (1 / 3) * 2 * g))


for n in range(3):
    C1, C2, C3 = coefficients(n)
    gap = 1e-5 * g
    E = airy_level(n, gap)
    assert abs((C1 * gap ** (2 / 3) - E) / gap / C2 - 1) < 0.01
    remainder = (E - C1 * gap ** (2 / 3) + C2 * gap) / gap ** (5 / 3)
    # next corrections are of relative order (gap/2g)^(1/3) and its square
    assert abs(remainder / C3 - 1) < 0.05

C1, C2, C3 = coefficients(0)
gap = 0.01 * g
x, d, e = grid_hamiltonian(g - gap, 0.02)
_, vec = eigh_tridiagonal(d, e, select='i', select_range=(0, 0))
mean_x = np.sum(x * vec[:, 0] ** 2) / np.sum(vec[:, 0] ** 2)
step = 0.02 * gap
E_minus, E_mid, E_plus = [airy_level(0, gap + s) for s in (step, 0, -step)]
slope = (E_plus - E_minus) / (2 * step)
curvature = -(E_plus - 2 * E_mid + E_minus) / step ** 2
mean_x_lead = -2 / 3 * C1 * gap ** (-1 / 3)
mean_x_two = mean_x_lead + C2
mean_x_three = mean_x_two - 5 / 3 * C3 * gap ** (2 / 3)
curvature_lead = 2 / 9 * C1 * gap ** (-4 / 3)
assert abs(slope / mean_x - 1) < 5e-4
assert abs(mean_x_three / mean_x - 1) < 3e-3
assert abs(curvature_lead / curvature - 1) < 0.01

# Output
eV = physical_constants['Hartree energy in eV'][0]
field_SI = physical_constants['atomic unit of electric field'][0]
alpha_SI = physical_constants['atomic unit of electric polarizability'][0]
print(f"slope g = {g} hartree/bohr; critical field = {g * field_SI:.4e} V/m")
print(f"length unit (2g)^(-1/3) = {length_unit:.5f} bohr")
print(f"energy unit g^(2/3)/2^(1/3) = {energy_unit:.6f} hartree")
print("first zeros of Ai'(-z):", np.round(zeros_aip[:2], 6))
print("first zeros of Ai(-z):", np.round(zeros_ai[:3], 6))
print(f"c = -Ai'(0)/Ai(0) = {c:.6f}")
print(f"largest Airy-grid level difference = {worst:.1e} hartree")
print("n, E_n (hartree), alpha formula, alpha from grid (a.u.):")
for n in range(4):
    print(f"  {n}  {E_zero[n]:.6f}  {alpha[n]:.4f}  {alpha_direct[n]:.4f}")
print(f"ground level = {E_zero[0] * eV:.4f} eV")
print(f"ground alpha = {alpha[0] * alpha_SI:.4e} C^2 m^2/J")
print(f"ground alpha, sum over 30 odd states = {alpha_sum:.5f} a.u.")
print(f"share of first odd state in the sum = {terms[0] / alpha_sum:.5f}")
print("F/g, ground E exact, quadratic law (hartree):")
for f in (0.1, 0.25, 0.5, 0.75, 0.9, 0.99):
    quadratic = E_zero[0] - alpha[0] * (f * g) ** 2 / 2
    print(f"  {f:.2f}  {airy_level(0, g * (1 - f)):.6f}  {quadratic:.6f}")
print("series coefficients for the ground level (a.u.):")
print(f"  C1 = {C1:.6f}, C2 = {C2:.6f}, C3 = {C3:.6f}")
print("gap/g, E exact, one, two, three terms (hartree):")
for r in (1e-1, 1e-2, 1e-3, 1e-4):
    s = r * g
    one = C1 * s ** (2 / 3)
    two = one - C2 * s
    three = two + C3 * s ** (5 / 3)
    print(f"  {r:.0e}  {airy_level(0, s):.8f}  {one:.8f}"
          f"  {two:.8f}  {three:.8f}")
print("At gap = 0.01 g, ground state:")
print(f"  mean x from grid wavefunction = {mean_x:.4f} bohr")
print(f"  dE/dF from Airy levels = {slope:.4f} bohr")
print(f"  mean x, one term = {mean_x_lead:.4f} bohr")
print(f"  mean x, two terms = {mean_x_two:.4f} bohr")
print(f"  mean x, three terms = {mean_x_three:.4f} bohr")
print(f"  -d2E/dF2 from Airy levels = {curvature:.1f} a.u.")
print(f"  -d2E/dF2, leading term = {curvature_lead:.1f} a.u.")
print("checks complete")
```

It prints:

```
slope g = 0.1 hartree/bohr; critical field = 5.1422e+10 V/m
length unit (2g)^(-1/3) = 1.70998 bohr
energy unit g^(2/3)/2^(1/3) = 0.170998 hartree
first zeros of Ai'(-z): [1.018793 3.248198]
first zeros of Ai(-z): [2.338107 4.087949 5.52056 ]
c = -Ai'(0)/Ai(0) = 0.729011
largest Airy-grid level difference = 7.5e-10 hartree
n, E_n (hartree), alpha formula, alpha from grid (a.u.):
  0  0.174211  19.3568  19.3568
  1  0.399811  62.1928  62.1928
  2  0.555434  61.7149  61.7149
  3  0.699030  108.7379  108.7374
ground level = 4.7405 eV
ground alpha = 3.1915e-40 C^2 m^2/J
ground alpha, sum over 30 odd states = 19.35679 a.u.
share of first odd state in the sum = 0.99706
F/g, ground E exact, quadratic law (hartree):
  0.10  0.173241  0.173243
  0.25  0.168066  0.168162
  0.50  0.148317  0.150015
  0.75  0.109087  0.119770
  0.90  0.066895  0.095816
  0.99  0.016683  0.079353
series coefficients for the ground level (a.u.):
  C1 = 1.855757, C2 = 1.861712, C3 = -1.295762
gap/g, E exact, one, two, three terms (hartree):
  1e-01  0.06689479  0.08613661  0.06751949  0.06691805
  1e-02  0.01668291  0.01855757  0.01669586  0.01668290
  1e-03  0.00381166  0.00399811  0.00381194  0.00381166
  1e-04  0.00084274  0.00086137  0.00084275  0.00084274
At gap = 0.01 g, ground state:
  mean x from grid wavefunction = -10.4883 bohr
  dE/dF from Airy levels = -10.4887 bohr
  mean x, one term = -12.3717 bohr
  mean x, two terms = -10.5100 bohr
  mean x, three terms = -10.4884 bohr
  -d2E/dF2 from Airy levels = 4138.9 a.u.
  -d2E/dF2, leading term = 4123.9 a.u.
checks complete
```
